# Censored Weibull Fits of Oxide Breakdown and the Cost of Discarding Survivors

## Scaling fixes the form of the estimate

Let the breakdown time $t$ of an oxide capacitor under constant stress follow a Weibull law, with survival probability

$$P(t>x)=e^{-(x/\eta)^\beta},\qquad \beta,\eta>0 .$$

The slope $\beta$ is a pure number. The characteristic lifetime $\eta$ is the time by which a fraction $1-e^{-1}$, about 63%, has failed.

Rescale time and raise it to a power, $s=(t/a)^q$ with $a,q>0$. Then $s>x$ means $t>ax^{1/q}$, so

$$P(s>x)=\exp\!\left[-\left(\frac{a x^{1/q}}{\eta}\right)^{\beta}\right]
=\exp\!\left[-\left(\frac{x}{(\eta/a)^q}\right)^{\beta/q}\right].$$

The law is again Weibull, with slope $\beta/q$ and characteristic value $(\eta/a)^q$. The likelihood of a data set changes only by the Jacobians $|dt/ds|$ of the failure densities, which contain neither parameter. Its maximum therefore moves in the same way as the true parameters.

Two consequences follow. With $q=1$, a change of time unit leaves the fitted slope alone and multiplies the fitted lifetime by the same factor as the data. The slope can thus depend only on differences of $\ln t$. With general $q$, those differences are multiplied by $q$ and the slope is divided by $q$, so an equation for the slope must balance $1/\beta$ against differences of $\ln t$.

## The profile-likelihood equation

Of $n$ independent devices, $r$ fail at recorded times. The others are survivors, whose recorded times are those at which observation ended. They are right-censored: their breakdown times are known only to be later. Censoring must carry no information about future life. A planned stop satisfies this; removing a device because its leakage has begun to rise does not.

A failure contributes the probability density, minus the derivative of the survival probability:

$$f(t)=\frac{\beta}{t}\left(\frac{t}{\eta}\right)^\beta e^{-(t/\eta)^\beta}.$$

A survivor contributes $e^{-(t/\eta)^\beta}$. With $F$ denoting the failures, the log-likelihood is

$$\ell=r\ln\beta-r\beta\ln\eta+(\beta-1)\sum_F\ln t-\sum_{\rm all}\left(\frac t\eta\right)^\beta .$$

Write $S(\beta)=\sum_{\rm all}t^\beta$ and $\theta=\ln\eta$. The last term is $-S e^{-\beta\theta}$, so at fixed $\beta$

$$\frac{\partial\ell}{\partial\theta}=-r\beta+\beta S e^{-\beta\theta}=0
\quad\Longrightarrow\quad \eta^\beta=\frac{S}{r}. \tag{1}$$

The second derivative, $-\beta^2Se^{-\beta\theta}$, is negative, so this is a maximum. Survivors enter the numerator of (1), but only failures are counted in the denominator.

Now insert (1) into $\ell$. The term $r\beta\ln\eta$ becomes $r\ln(S/r)$, and the last sum becomes $r$. This gives the profile log-likelihood, which depends on the slope alone:

$$\ell_p=r\ln\beta-r\ln\frac Sr+(\beta-1)\sum_F\ln t-r .$$

Since $S'=\sum_{\rm all}t^\beta\ln t$, differentiation gives $\ell_p'=r/\beta-rS'/S+\sum_F\ln t=-r\,g(\beta)$, where

$$g(\beta)=\frac{\sum_{\rm all}t^\beta\ln t}{\sum_{\rm all}t^\beta}-\frac1\beta-\frac1r\sum_F\ln t . \tag{2}$$

The fitted slope solves $g=0$. A change of time unit adds the same constant to both means of $\ln t$ and cancels, as scaling requires.

## One root, and a safe way to find it

Let $\mu$ be the first term of (2), a mean of $\ln t$ with weights $w=t^\beta/S$. Its derivative is

$$\mu'=\frac{S''}{S}-\left(\frac{S'}{S}\right)^2
=\sum w(\ln t)^2-\left(\sum w\ln t\right)^2={\rm Var}_w(\ln t),$$

and therefore

$$g'(\beta)={\rm Var}_w(\ln t)+\frac1{\beta^2}>0 .$$

There is at most one root. As $\beta\to0^+$, $g\to-\infty$ because of $-1/\beta$. As $\beta\to\infty$, the weights concentrate on the largest recorded time $t_{\max}$, and $g$ tends to

$$D=\ln t_{\max}-\frac1r\sum_F\ln t .$$

If at least one failure lies below $t_{\max}$, then $D>0$ and exactly one root exists. If every failure lies at $t_{\max}$, $g$ stays negative and no finite slope maximizes the likelihood.

At the root, $1/\beta=\mu-r^{-1}\sum_F\ln t\le D$, because a weighted mean cannot exceed the largest value. Hence $\beta\ge1/D$, which gives a starting point without a guess. The algorithm is:

1. Set $y=\ln(t/t_{\max})\le0$ and use weights $e^{\beta y}\le1$, which cannot overflow.
2. Take $1/D$ as the lower end of a bracket. Double a trial upper end until $g$ is not negative there.
3. Move the appropriate end of the bracket to the current $\beta$ according to the sign of $g$. Take the Newton step $-g/g'$; if it leaves the bracket, use the midpoint instead.
4. When the relative step is negligible, obtain $\eta=t_{\max}\left(\sum_{\rm all}e^{\beta y}/r\right)^{1/\beta}$.

The residual also bounds the numerical error. By the mean-value theorem, $g(\beta)=g'(\xi)(\beta-\hat\beta)$ for some $\xi$ between the iterate and the root $\hat\beta$. Because $g'(\xi)\ge1/\xi^2$,

$$|\beta-\hat\beta|\le \max(\beta,\hat\beta)^2\,|g(\beta)| .$$

## Statistical error

The numerical error can be made negligible; the error from having few failures cannot. For large $r$, the covariance of the estimates is approximated by the inverse of the matrix of negative second derivatives of $\ell$. Call its entries $A$ for $\beta\beta$, $B$ for $\beta\theta$ and $C$ for $\theta\theta$. At the maximum $C=\beta^2r$, by (1).

Near the maximum, the best $\theta$ at a given $\beta$ obeys $B\,\delta\beta+C\,\delta\theta=0$, so $d\theta/d\beta=-B/C$. Eliminating $\theta$ leaves the profile curvature $A-B^2/C=rg'$. Inverting the two-by-two matrix gives

$${\rm Var}\,\hat\beta=\frac{C}{AC-B^2}=\frac1{rg'},\qquad
{\rm Var}\,\hat\theta=\frac{A}{AC-B^2}=\frac1C+\left(\frac BC\right)^2\frac1{rg'} .$$

From (1), $\theta=\beta^{-1}\ln(S/r)$, hence $d\theta/d\beta=\mu/\beta-\theta/\beta$, and

$${\rm Var}(\ln\hat\eta)=\frac1{r\beta^2}+\left(\frac{\mu-\ln\eta}{\beta}\right)^2\frac1{rg'} . \tag{3}$$

The first term is the error at known slope. The second is the error passed on by the uncertain slope.

## A fit to forty capacitors

Forty breakdown times were drawn at random from a Weibull law with $\beta=2$ and $\eta=200$ s and rounded to 0.1 s. Observation stopped at $T=120$ s. Seventeen devices had failed, at

29.5, 33.4, 39.7, 47.0, 51.9, 54.4, 57.4, 59.3, 67.8, 83.2, 84.5, 95.3, 101.8, 105.2, 112.3, 114.4 and 115.2 s.

The other 23 are recorded at 120 s. The mean of $\ln(t/T)$ over the failures is $-0.5745$, so the iteration starts at $1/0.5745=1.7406$.

| Step | $\beta$ | $g$ |
|---|---:|---:|
| 0 | 1.740632 | $-8.2\times10^{-2}$ |
| 1 | 1.957287 | $-8.7\times10^{-3}$ |
| 2 | 1.986130 | $-1.2\times10^{-4}$ |
| 3 | 1.98654461 | $-2.4\times10^{-8}$ |
| 4 | 1.98654469 | $-1.0\times10^{-15}$ |

At step 3 the error bound is $1.9865^2\times2.4\times10^{-8}\approx1\times10^{-7}$. The remaining change is $8\times10^{-8}$.

At the root, the weighted mean of $\ln(t/T)$ is $-0.0711$, and (2) reads $-0.0711-0.5034+0.5745=0$. The failures contribute 7.42 to $\sum(t/T)^\beta$ and the survivors contribute 23. Thus

$$\hat\eta=120\left(\frac{30.42}{17}\right)^{1/1.9865}\ {\rm s}=160.8\ {\rm s}.$$

The standard error of the slope is 0.45. For the lifetime, $\ln(\hat\eta/T)=0.2929$, so $\mu-\ln\hat\eta=-0.0711-0.2929=-0.3640$. Equation (3) gives $0.0149+0.0068=0.0217$, a standard error of 0.147 in $\ln\hat\eta$. The true value lies $\ln(200/160.8)=0.218$ above the estimate, or 1.5 standard errors. The nine digits of the root say nothing about the accuracy of the lifetime.

## What discarding survivors does

Suppose first that the slope is held fixed. Removing the survivors removes positive terms from $S$ and leaves $r$ unchanged. By (1), the fitted lifetime must fall, whatever the survivors' times. At $\beta=2$ it falls here from 160.4 s to 79.1 s.

If the slope is refitted, it changes too. Take a common stop time $T$, at least one survivor, and failures before $T$ with at least two distinct times. With $y=\ln(t/T)$, let

$$a=\sum_F y\,e^{\beta y}<0,\qquad b=\sum_F e^{\beta y}>0 .$$

The weighted mean of $y$ is $a/b$ without survivors and $a/(b+n-r)$ with them. The second is less negative, so at every $\beta$ the function $g$ for failures alone lies below $g$ for all devices. At the censored root it is therefore negative, and its own root lies higher:

$$\beta_{\rm drop}>\hat\beta .$$

The lifetime fitted to failures alone is a power mean of times below $T$, so $\eta_{\rm drop}<T$. For the censored fit,

$$\left(\frac{\hat\eta}{T}\right)^{\hat\beta}=\frac{b+n-r}{r}>\frac{n-r}{r}\ge1
\quad\text{if } r\le\frac n2 .$$

Hence, when at most half the devices have failed,

$$\eta_{\rm drop}<T<\hat\eta . \tag{4}$$

This holds for every such sample, not merely on average. In the example, discarding the survivors gives a slope of 2.85 and a lifetime of 83.0 s.

Bias compares an estimate with the truth rather than with another estimate. If $T$ is shorter than the true $\eta$, then $\eta_{\rm drop}<T<\eta$ in every sample for which the fit exists. Its average must lie below the truth, whatever fraction happened to fail.

The experiment was repeated 2000 times with new random lifetimes. The fit to failures alone averaged 85.6 s, 57% below the true 200 s, and its largest value was 111.6 s. The censored fit had mean 209 s and median 195 s. It is not free of small-sample bias: its mean slope was 2.18 instead of 2. The mean slope from failures alone was 3.44. This is an average over these repetitions only. A sample with just two failures gives a slope of $2.40/|\Delta\ln t|$, which has no finite expectation, although such samples occur here with probability below $10^{-4}$. The censored means carry the same caveat. A single failure at $t=Te^{-D}$, which has probability about $10^{-5}$, gives a slope of at least $1/D$ and a lifetime growing roughly as $e^{3.6D}$, while the density of $D$ falls only as $e^{-2D}$; neither estimate has a finite expectation.

The scatter of $\ln\hat\eta$ over the repetitions was 0.23, larger than the 0.147 estimated from the single sample. That sample had 17 failures where $40(1-e^{-0.36})=12.1$ are expected, and (3) varies as $1/r$ when its other quantities are held fixed. That alone would raise the estimate to $0.147\sqrt{17/12.1}=0.17$, so the number of failures accounts for only part of the difference. Evaluated with the true parameters and expected sums, (3) gives 0.21.

## The bias that remains in a large sample

More devices do not cure the error. Scaling reduces the problem to one variable, $z=(t/\eta)^\beta$, which has survival probability $e^{-z}$. The retained failures have $z<c=(T/\eta)^\beta$, and the surviving fraction is $e^{-c}$. Let a Weibull fit to these $z$ have slope $k$ and characteristic value $\lambda$. In the large-sample limit, means replace the sums in (1) and (2):

$$\frac{\langle z^k\ln z\rangle}{\langle z^k\rangle}-\frac1k-\langle\ln z\rangle=0,\qquad
\lambda=\langle z^k\rangle^{1/k}. \tag{5}$$

Since $t=\eta z^{1/\beta}$, the fit in time has

$$\beta_{\rm drop}=k\beta,\qquad \eta_{\rm drop}=\eta\lambda^{1/\beta}.$$

Thus $k$ and $\lambda$ depend only on the surviving fraction. Solving (5) with 20,000 equally probable values of $z$ gives:

| Surviving fraction | $k$ | $\lambda$ | $\eta_{\rm drop}/\eta$ at $\beta=2$ |
|---:|---:|---:|---:|
| 0.90 | 1.584 | 0.057 | 0.24 |
| 0.50 | 1.424 | 0.334 | 0.58 |
| 0.10 | 1.165 | 0.782 | 0.88 |
| 0.01 | 1.036 | 0.967 | 0.98 |

For very early stopping, the limit can be solved by hand. When $c\to0$, $e^{-z}$ is nearly constant over the observed interval, so $x=z/c$ is uniform between 0 and 1. Then

$$\langle x^k\rangle=\frac1{k+1},\quad
\langle x^k\ln x\rangle=\frac{d}{dk}\frac1{k+1}=-\frac1{(k+1)^2},\quad
\langle\ln x\rangle=-1 .$$

Equation (5) becomes

$$-\frac1{k+1}-\frac1k+1=0 .$$

Multiplication by $k(k+1)$ gives $k^2-k-1=0$, whose positive root is the golden ratio, $k=1.618$. Also $\lambda=c(k+1)^{-1/k}=0.552\,c$, and since $c^{1/\beta}=T/\eta$,

$$\eta_{\rm drop}\to T\,(0.552)^{1/\beta}.$$

The true lifetime has disappeared. The fit reports the duration of the test, reduced by a factor set by the slope. In the opposite limit, $c\to\infty$, no part of the distribution is removed and $k,\lambda\to1$.

For $T=120$ s, $c=0.6^2=0.36$ and 69.8% survive. The large-sample fit to failures alone has slope 3.02 and lifetime 86.2 s.

A low characteristic lifetime does not make this fit conservative. The time by which a fraction $p$ fails is

$$t_p=\eta[-\ln(1-p)]^{1/\beta}.$$

At $p=10^{-4}$ the true law gives $200\times10^{-2}=2.0$ s, whereas the biased large-sample fit gives 4.1 s. Setting the two expressions for $t_p$ equal gives

$$\ln[-\ln(1-p)]=\frac{\ln(200/86.16)}{1/3.018-1/2}=-4.99,$$

or $p\approx0.7\%$. Below that fraction, the excessive slope outweighs the low $\eta$ and early failures are predicted too late.

## When the order can reverse

Inequality (4) was derived for $r\le n/2$. Without that condition, $T<\hat\eta$ commonly fails once most devices have failed, and a very late survivor can even reverse the order of $\eta_{\rm drop}$ and $\hat\eta$. Take $\beta=\eta=1$ and 100,000 failures placed at equally spaced probabilities, then add one survivor at $z=200$. The refitted lifetime falls from 1.00000 to 0.99953 when the survivor is included, so discarding it raises the estimate.

Two changes compete. At fixed slope, the survivor raises $\ln\eta$ by $\ln(1+200/10^5)=0.0020$. It also lowers the slope by 0.0057. For the exponential law, the weighted mean is

$$\mu=\int_0^\infty z\ln z\,e^{-z}dz=\Gamma'(2)=0.423,$$

so $d\theta/d\beta=(\mu-\ln\eta)/\beta=0.423$. The slope change contributes $-0.0024$, and the sum is about $-0.0004$, close to the computed $-0.0005$. In the forty-device example, $\mu-\ln\hat\eta$ was negative, so a lower slope raised the lifetime instead.

A given device survives to $z=200$ with probability $e^{-200}$. Such a survivor would be evidence against a single Weibull population rather than an ordinary fluctuation.

## Real oxides and neglected effects

The example represents rough conditions for accelerated stress of silicon dioxide on silicon: 3.0 nm of oxide, 3.9 V across it, hence 13 MV/cm, at 398 K. This field is far above that of normal use. A slope near 2 is reasonable for an oxide this thin; the 200 s lifetime is a chosen value, since real lifetimes depend strongly on area and voltage. Real devices can break the assumption of a single population. If 1% have defects that give them a slope of 1 and a lifetime of 2 s, the large-sample censored fit moves from slope 2 and 200 s to 1.60 and 225 s. The early failures lower the mean $\ln t$ of the failures, which flattens the slope and lengthens the extrapolation.

Other effects were sized with rough inputs. Suppose lifetime varies as the inverse 40th power of field. Exponents of this size are measured against voltage at fixed thickness; applying one to a change of thickness is an assumption. A thickness spread of 0.5% between devices then spreads $\ln\eta$ by $40\times0.005=0.20$, and the large-sample fit becomes 1.97 and 197 s. With an activation energy of 0.7 eV, a temperature error of 1 K changes $\eta$ by 5%. Recording each failure at the next whole second changes the forty-device lifetime from 160.8 to 160.4 s.

Tunnelling current also lowers the oxide voltage through series resistance. For a triangular barrier of height $\phi$, electron mass $m$ in the oxide and field $E$, the current density is

$$J=\frac{e^3E^2m_e}{8\pi h\phi m}\exp\!\left[-\frac{8\pi\sqrt{2m}\,\phi^{3/2}}{3heE}\right].$$

With $\phi=3.1$ eV and $m=0.42\,m_e$, this gives about 1.7 A/cm². Over 200 s that current passes about 340 C/cm²; the chosen lifetime has not been matched to a measured charge to breakdown. The estimate omits the image force and thermal broadening and is uncertain by about a factor of ten: a mass of $0.5\,m_e$ gives 0.26 A/cm², while image-force lowering with a dielectric constant of 2.1 gives about 19 A/cm². The voltage drop below scales with the current, so its effect on life could reach about 20%, or about 25% when thermal broadening at 398 K, which adds roughly a fifth to the current, is also included. An area of $10^{-5}$ cm² carries 17 µA, which drops 1.7 mV across 100 Ω and lengthens life by $40\times1.7/3900\approx1.7\%$. Heat spreading from a disk of radius $R$ into silicon of conductivity $\kappa=100$ W/(m K) raises the temperature by $IV/(4\kappa R)$, about 9 mK, which is negligible here.

For these inputs, the 57% loss in $\eta$ from discarding survivors exceeds the scatter of the censored fit and the change in $\eta$ from each neglected effect sized above. This ranking does not carry over to early failures. With the 1% defective population, the true time to $p=10^{-4}$ is 0.02 s and the censored fit predicts 0.72 s, a far larger error than the factor of two from discarding survivors.
